Why electron–heavy-hole ionization starts as the cube of the excess energy

**Question.** An energetic conduction electron lifts a valence electron across a direct gap. With a constant matrix element, the rate just above threshold grows as the square of the excess energy. Why does it grow as the cube when the overlap between the conduction and heavy-hole states vanishes with the angle between their wavevectors, and over what range does the cube hold?

**Answer.**

**The mechanism**

Two things happen at the same point. The cheapest way to share the energy and momentum gives all the final particles the same velocity, so their wavevectors are collinear. Collinear wavevectors are also where the heavy-hole overlap is zero. Ionization therefore needs small transverse motions. Their mean square is proportional to the energy left over, and this adds one power to the quadratic law.

What vanishes as the angle squared is the squared overlap; the amplitude is linear in the angle. If the amplitude itself were quadratic in the angle, the rate would start as the fourth power.

**Threshold and available energy**

Let the initial electron have wavevector k and energy E above the conduction edge. The final particles are electrons k1 and k2 and a hole kh. The valence electron had wavevector −kh, so momentum conservation reads k = k1 + k2 + kh. I take isotropic parabolic bands with electron mass mc and heavy-hole mass mh, and write m0 for the free-electron mass and

M = 2mc + mh,  1/mr = 1/mc + 1/mh.

The final energy is

Ef = Eg + (ħ²/2)(k1²/mc + k2²/mc + kh²/mh).

Minimizing it at fixed k with a Lagrange multiplier gives k1/mc = k2/mc = kh/mh, which is the condition of equal velocities. Since the three wavevectors add to k,

k1 = k2 = (mc/M)k,  kh = (mh/M)k,  Emin = Eg + ħ²k²/2M.

For a parabolic initial band ħ²k²/2 = mcE, so the energy available above the minimum is

Δ = E − Emin = E(1 − mc/M) − Eg = E(mc + mh)/M − Eg.

It vanishes at

Eth = Eg(2mc + mh)/(mc + mh),

and therefore Δ = (E − Eth)(mc + mh)/M. A power law in Δ is the same power law in E − Eth.

**Why a constant matrix element gives a square**

Write k1 = (mc/M)k + q1 and k2 = (mc/M)k + q2. The hole then deviates by qh = −(q1 + q2). The linear terms in the energy are (ħ²/M)k·(q1 + q2 + qh) = 0, which leaves

Ef − Emin = (ħ²/2)[(q1² + q2²)/mc + (q1 + q2)²/mh].

For each Cartesian component this is a quadratic form in (q1, q2) with the matrix

A = (ħ²/2) [[1/mr, 1/mh], [1/mh, 1/mr]].

Its determinant is

det A = (ħ²/2)²(1/mr² − 1/mh²) = (ħ²/2)²(1/mc)(1/mc + 2/mh) = (ħ²/2)² M/(mc²mh).

Let x be the six-dimensional vector in which the form becomes x². The three components give the Jacobian (det A)^(−3/2). The unit sphere in six dimensions has area π³, so

∫d⁶x δ(Δ − x²) = π³ ∫r⁵ δ(Δ − r²) dr = π³Δ²/2.

The phase space is therefore

J = ∫d³k1 d³k2 δ(E − Ef) = (π³/2) Δ² (2/ħ²)³ (mc²mh/M)^(3/2).

This is the quadratic law. The scaling also shows what a vanishing element does. All deviations grow as √Δ, so a squared element that starts as the 2n-th power of the deviations gives a rate starting as Δ^(2+n). Here n = 1.

**Why the overlap vanishes**

Take one s-like conduction orbital and three p-like valence orbitals, without spin–orbit coupling. At wavevector k, the Kane coupling Pk joins the s orbital to the p orbital pointing along k. The two transverse p orbitals stay uncoupled and form the heavy-hole states.

To first order, the conduction state contains the longitudinal p orbital with amplitude Pk/Eg. Second-order perturbation theory gives its energy as Eg + ħ²k²/2m0 + P²k²/Eg. Setting the k² part equal to ħ²k²/2mc yields

P² = Eg(ħ²/2)(1/mc − 1/m0).

The final state k2 thus has a p part along k2, while the heavy-hole orbitals e are perpendicular to kh. Each overlap is (Pk2/Eg)(k̂2·e). Summing the squares over the two orbitals gives

|I|² = (P²/Eg²) k2² sin²θ,

where θ is the angle between k2 and kh. The valence electron's wavevector is antiparallel to kh, but the sine squared is the same for θ and π − θ.

**The average that supplies the extra power**

On the energy shell x² = Δ is shared equally among six coordinates, so each x² component averages Δ/6. For each Cartesian component, the matrix of averages ⟨qa qb⟩ is therefore A⁻¹Δ/6.

To first order the small angle is a two-component transverse vector,

θ2 = k2⊥/(mck/M) − kh⊥/(mhk/M) = (M/k)u2,

u2 = q2⊥/mc + (q1 + q2)⊥/mh.

By inspection u2 is the second row of (2/ħ²)A acting on (q1, q2); u1 is the first row. Their averages, per transverse component, are

(4/ħ⁴) A A⁻¹ A Δ/6 = (4/ħ⁴) A Δ/6 = (Δ/3ħ²) [[1/mr, 1/mh], [1/mh, 1/mr]].

Adding the two transverse components gives

⟨θ²⟩ = 2M²Δ/(3ħ²k²mr) = (M/3mr) Δ/(ħ²k²/2M).

At leading order k2 = mck/M in the overlap, hence

⟨k2²θ²⟩ = 2mc²Δ/(3ħ²mr) = 2mc(1 + mc/mh)Δ/(3ħ²).

Multiplying by P²/Eg² = ħ²(1/mc − 1/m0)/(2Eg) gives

⟨|I|²⟩ = (1 − mc/m0)(1 + mc/mh) Δ/(3Eg).

The initial wavevector has cancelled. The mean squared overlap is, up to mass factors, one third of the available energy divided by the gap.

**Exchange and the full rate**

The two final electrons are identical, so there is a direct amplitude D and an exchange amplitude X, with k1 and k2 interchanged. If the valence electron has the opposite spin to the initial one, the final electrons are distinguishable and contribute ΣD². If the spins are equal, each pair must be counted once:

½Σ(D − X)² = ΣD² − ΣDX,

because ΣX² = ΣD². The total is 2ΣD² − ΣDX. Near threshold D and X have the same Coulomb factor and are proportional to θ2·e and θ1·e. The ratio of their averages is the off-diagonal element above divided by the diagonal one:

ΣDX/ΣD² = mr/mh = mc/(mc + mh).

Exchange alters the coefficient and leaves the power alone.

The momentum transfer k − k1 tends to q0 = (mc + mh)k/M, which is not zero, so the Coulomb factor stays finite. So does the overlap Icc between the conduction states k and k1. With a dielectric constant ε, the golden rule gives at leading order

W = (2π/ħ)(2π)⁻⁶ [e²/(ε0εq0²)]² Icc² [2 − mc/(mc + mh)] ⟨|I|²⟩ J.

Since J ∝ Δ² and ⟨|I|²⟩ ∝ Δ, this is W = C(E − Eth)³.

**How far the cube reaches**

The factor k2² in the overlap does not affect the threshold power, but it decides the range. If the squared overlap were a bare constant times sin²θ, it would saturate once the random transverse momentum exceeded the small threshold momentum mck/M. The rate would then return towards the quadratic law.

The Kane overlap contains the squared component of k2 perpendicular to kh. If the direction of kh is held fixed, this component is q2⊥, whose mean square is proportional to Δ whether or not it exceeds mck/M. The tilt of the hole direction adds −(mc/mh)qh⊥ at the same order, so q2⊥ alone gives only the fraction mh/M of the mean square. The sum stays linear in the deviations as long as the tilt is small.

The hole direction is indeed nearly fixed while Δ is small compared with E. The vector (1, 1) is an eigenvector of A with eigenvalue (ħ²/2)M/(mcmh), so over three components

⟨qh²⟩ = 3 · 2 · (2/ħ²)(mcmh/M) · Δ/6,  ⟨ħ²qh²/2mh⟩ = (mc/M)Δ.

The hole's threshold energy is (mcmh/M²)E, so the ratio of its random energy to its threshold energy is (M/mh)Δ/E. This is small when Δ ≪ E, unless the hole is much lighter than the electron.

The limit mh → ∞ shows the difference from the bare-angle law clearly. The final electrons' threshold momentum tends to zero, and the range of the bare-angle cubic law shrinks to nothing. The Kane average tends to (1 − mc/m0)Δ/(3Eg), so the cube survives as long as Δ ≪ E. A second condition holds for any hole mass: the first-order amplitude Pk2/Eg must stay small, which needs final electron energies well below Eg/3. At the same electron energies the conduction band also becomes nonparabolic, which enlarges the phase space and works against the saturation. The numbers below show both effects.

**Numbers**

Take rough values typical of gallium nitride: Eg = 3.4 eV, mc = 0.2 m0, mh = 1.5 m0, ε = 5.3. Then M = 1.9 m0 and

Eth = 3.4 × 1.9/1.7 = 3.80 eV (6.09 × 10⁻¹⁹ J).

The initial wavevector is 4.47 nm⁻¹. Each final electron carries 0.2/1.9 of it, 0.47 nm⁻¹, with an energy of only 0.042 eV. The hole carries 3.53 nm⁻¹ and 0.316 eV. Per eV of excess,

⟨|I|²⟩ = 0.8 × 1.133 × 0.895/(3 × 3.4) = 0.080.

At 0.1 eV excess the leading-order mean squared overlap is thus 0.008 (0.0073 with diagonalized Kane states). The spin and exchange factor is 2 − 0.118 = 1.88, and C = 1.16 × 10¹² s⁻¹ eV⁻³.

The rate was also integrated numerically over the final states, with Kane states from diagonalization and exchange included. At 10⁻⁵ eV excess the exponent is 3.00, and the rate is 0.96 of the cubic formula. The deficit comes from the small-k form of the p weight. With y = P²k2²/Eg² = 0.8 × 0.042/3.4 = 0.010, the two-level weight is y − 3y², a 3% reduction. The slightly larger level separation at k2 removes nearly 1% more.

Further up, the local exponents are:

- At 0.1 eV: 2.43 for bare sin²θ, 2.95 for the Kane overlap, 2.92 for the full rate.
- At 0.3 eV: 2.13, 2.87 and 2.77 respectively.

The bare-angle decline is expected, since the small-angle formula gives ⟨θ²⟩ = 8.0 rad² per eV of excess and so reaches 1 rad² near 0.12 eV. For the Kane overlap at 0.3 eV, Δ = 0.27 eV and the hole's random energy is 0.03 eV, about a tenth of its threshold energy. This wobble of the hole direction costs little: with the first-order weight (P²/Eg²)k2² sin²θ the exponent is still 2.99 at 0.3 eV. The fall to 2.87 comes from the saturation of the p weight as the final electrons gain energy. The further fall to 2.77 in the full rate comes mainly from the Coulomb factor (about 0.09); Icc and exchange together supply the remaining 0.01.

These exponents combine Kane states with parabolic energies, which omits a correction of the same order as the saturation. If the final electrons follow the Kane dispersion as well, they grow heavier with energy. At 0.3 eV the phase-space exponent is then 2.14, the Kane overlap gives 3.04 and the full rate 2.98, and the threshold coefficient rises by about 15% over the integrated parabolic value (10% over the C quoted above). With the Kane dispersion for all three electrons the full-rate exponent at 0.3 eV is 2.89. The cube thus holds better over this range than the parabolic kinematics suggest.

Two controls used the same kinematics. A sin⁴θ weight gave exponent 4.00. The longitudinal valence state, whose overlap survives collinearity, gave 2.00. The cube thus comes from the vanishing overlap and not from the phase space.

The full rate is 1.3 × 10⁸ s⁻¹ at 0.05 eV, 1.0 × 10⁹ at 0.1 eV and 2.4 × 10¹⁰ at 0.3 eV. The cubic formula is too high by 8%, 13% and 33% of these parabolic-kinematics values; with Kane dispersion for the final electrons the rate at 0.3 eV lies only 2.3% below its own threshold cube, and with Kane dispersion for all three electrons about 10% below. A quadratic law matched at 0.3 eV gives 6.5 × 10⁸ s⁻¹ at 0.05 eV, 4.9 times the full rate. For comparison, an assumed scattering time of 10 fs means 10¹⁴ events per second, some four thousand times the ionization rate at 0.3 eV. In this model, crossing the threshold is far from sufficient for prompt ionization.

**What a real nitride device changes**

The masses, gap and dielectric constant are of the right size for gallium nitride, but the parabolic initial band is poor at 3.8 eV. Using the Kane dispersion for that electron alone moves the threshold to 4.29 eV and multiplies C by 0.10 (about 0.13 if the final electrons follow it too). The larger momentum transfer alone contributes (4.47/6.65)⁴ = 0.20. The new wavevector, 6.65 nm⁻¹, lies beyond π/c ≈ 6.0 nm⁻¹ on the hexagonal axis, where the screw symmetry of wurtzite leaves no gap, and more than half-way to the in-plane zone boundary at 11.4 nm⁻¹. A band expanded about k = 0 cannot be trusted that far out, so even this correction is only a measure of the error. Satellite valleys and phonon-assisted ionization are missing altogether. The four-band overlap does not depend on the size of kh, but at 3.5 nm⁻¹ remote bands change it. In an empirical-pseudopotential estimate for zincblende gallium nitride with approximate form factors, the squared overlap is about half the Kane value along [111] and 1.4 to 2 times it along [001]. The zero survives on these axes, but a residue of a few times 10⁻³ remains for collinear wavevectors along [123]. Coulomb terms with nonzero reciprocal-lattice vectors, omitted from W, add roughly 10–25% in most of these cases. Screening is uncertain too: removing it entirely would raise the rate 28-fold. The absolute rates are therefore model values, not predictions for a device.

The zero of the overlap is also imperfect. For motion at 45° to the axis, a spin–orbit splitting of 0.02 eV and a crystal field of 0.01 eV split the transverse valence states into two Kramers pairs whose thresholds lie about 16 meV apart, so the single cube becomes a sum of two staggered ones. Each pair keeps a small squared overlap at its own threshold, 3.4 × 10⁻⁶ for the upper pair and 2.8 × 10⁻⁵ for the lower, and each carries about half of the cubic slope, 0.038 per eV. This restores a quadratic term. For the upper pair, which opens first, and without exchange, it dominates below

3.4 × 10⁻⁶/0.038 eV = 0.09 meV.

Adding a 20% anisotropy, both in the hole mass and as a level splitting of 20% of the hole energy, widens the gap between the two thresholds to about 40 meV and raises the crossover of the upper pair to about 0.7 meV. The lower pair's crossover, counted from its own threshold, goes from about 0.75 meV to some 40 meV. Exchange roughly halves these crossovers: at threshold k1 = k2, so the residual overlap gives D = X and a spin and exchange factor of 1, against 1.88 for the cubic term. These figures hold for one direction and one assumed anisotropy. With published valence-band parameters for gallium nitride, the band polarized in the plane of k and the axis has a direction-dependent mass that tilts k2 away from kh at threshold. Its crossover off the symmetry directions ranges from a few meV to about 0.15 eV, depending on the parameter set and the direction, and can be larger near 20° than at 45°. With some sets this band opens first.

Broadening acts on a comparable scale. A 10 fs scattering time gives ħ/τ = 0.066 eV, against a thermal energy of 0.026 eV at 300 K. In a field F = 3 MV/cm, the energy scale (e²F²ħ²/2mr)^(1/3) is 0.27 eV, nearly the whole range examined here. For motion along the field the energy mismatch also drifts linearly in time, because the initial electron is faster than the final particles by Δv = (ħk/mc)(mc + mh)/M. The scale √(ħeFΔv) is 0.68 eV, and a parabolic-band electron gains 0.3 eV in about 0.4 fs. The cubic exponent is thus a property of the field-free ionization rate of the isotropic model. At such fields it should not be read off directly from the onset of device current. At higher energy the light-hole channel, whose overlap does not vanish for collinear wavevectors, opens at about 5.0 eV in the parabolic estimate and brings its own quadratic onset. With the Kane dispersion for all bands this threshold moves to about 8 eV at a wavevector near 10 nm⁻¹, where the model no longer applies, so its position in gallium nitride is not fixed by this estimate.

The numerical output below lists the main values used here. Its two crossover lines sum both transverse pairs as if they shared one threshold; the pair-by-pair figures given above are the ones that apply.

Numbers as computed

```
Gap 3.4 eV; masses mc 0.2, mh 1.5 m0; dielectric constant 5.3
Kane energy P^2/(hbar^2/2m0): 13.60 eV
Threshold Eth: 3.800 eV = 6.088e-19 J
Available energy / (E-Eth): 0.8947
Threshold wavevectors k, k2, kh: 4.466, 0.470, 3.526 1/nm
Threshold energy of each final electron: 0.0421 eV
Threshold energy of the hole: 0.3158 eV
Momentum transfer at threshold: 3.996 1/nm
Small-angle mean theta^2 per eV of E-Eth: 8.03 rad^2/eV
Mean squared overlap per eV of E-Eth, formula: 0.0795 1/eV
  same from Kane states near threshold: 0.0766 1/eV
Exchange/direct ratio, quadrature: 0.1176
Exchange/direct ratio, formula: 0.1176
Spin and exchange factor: 1.8824
Cubic coefficient C: 1.159e+12 1/(s eV^3)
Quadrature rate / cubic formula near threshold: 0.9635
Local exponents: constant, bare sin^2, Kane overlap, full rate
  E-Eth 1e-05 eV: 2.00, 3.00, 3.00, 3.00
  E-Eth 0.01 eV: 2.00, 2.96, 2.99, 2.99
  E-Eth 0.1 eV: 2.00, 2.43, 2.95, 2.92
  E-Eth 0.3 eV: 2.00, 2.13, 2.87, 2.77
Exponent near threshold, angle^4 weight: 4.00
Exponent near threshold, longitudinal valence state: 2.00
Rates in 1/s: full, cubic formula, quadratic law matched at 0.3 eV
  E-Eth 0.05 eV: 1.336e+08, 1.449e+08, 6.538e+08
  E-Eth 0.1 eV: 1.024e+09, 1.159e+09, 2.615e+09
  E-Eth 0.3 eV: 2.354e+10, 3.129e+10, 2.354e+10
Neglected effects
Nonparabolic initial band: Eth 4.287 eV, k 6.65 1/nm
  cubic coefficient changes by factor 0.103
Zone boundary pi/c for c = 0.52 nm: 6.04 1/nm
Spin-orbit 0.02 eV, crystal field 0.01 eV: residual overlap 2.68e-05
  quadratic term dominates below E-Eth = 0.337 meV
With 20% hole anisotropy: residual overlap 6.10e-04
  quadratic term dominates below E-Eth = 7.67 meV
Collision broadening hbar/tau, tau = 10 fs: 0.066 eV
Field blurring at 3.0 MV/cm: 0.269 eV
Thermal energy at 300 K: 0.0259 eV
Light-hole mass 0.214 m0; its parabolic threshold: 5.041 eV
Rate factor if screening were absent: 28.1
```
